# Three-Phase Hashin-Shtrikman Bounds for a Moist Porous Dielectric: a program that tests the result

```python
"""
Three-phase Hashin-Shtrikman bounds on the relative permittivity k*.
Result under test: for an isotropic composite with phase permittivities k_i
and volume fractions f_i,
    B(k_min) <= k* <= B(k_max),
    B(k0) = 1 / sum_i[f_i / (k_i + 2 k0)] - 2 k0.
For an anisotropic composite the mean of the three principal values obeys
the same bounds. k0 is the permittivity of the comparison medium.
Checks: direct optimization of the variational function, boundary matching
for coated spheres, and field solutions in periodic voxel structures.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize

names = ["air", "skeleton", "water"]
k_phase = np.array([1.0, 4.0, 80.0])
fraction = np.array([0.30, 0.65, 0.05])
assert abs(fraction.sum() - 1) < 1e-12


def bound(k0, k, f):
    return 1 / np.sum(f / (k + 2 * k0)) - 2 * k0


def both_bounds(k, f):
    return bound(k.min(), k, f), bound(k.max(), k, f)


lower, upper = both_bounds(k_phase, fraction)
assert abs(lower - 2.79) < 0.005 and abs(upper - 5.70) < 0.005
print("phases: air, skeleton, water; k =", k_phase, " f =", fraction)
for label, k0, value in (("lower", 1.0, lower), ("upper", 80.0, upper)):
    terms = fraction / (k_phase + 2 * k0)
    print(f"{label}: k0 = {k0:.0f}, terms f/(k+2k0) =",
          " ".join(f"{t:.7f}" for t in terms))
    print(f"{label}: sum = {terms.sum():.7f}, inverse = "
          f"{1 / terms.sum():.4f}, bound k = {value:.4f}")


# Direct optimization of the variational function of the polarizations p_i.
def variational(p_free, k0):
    active = k_phase != k0
    p = np.zeros(3)
    p[active] = p_free
    mean = fraction @ p
    variance = fraction @ p**2 - mean**2
    cost = np.sum(fraction[active] * p[active]**2 / (k_phase[active] - k0))
    return k0 + 2 * mean - cost - variance / (3 * k0)


for label, k0, sign, target in (("maximum", 1.0, -1, lower),
                                ("minimum", 80.0, 1, upper)):
    fit = minimize(lambda p: sign * variational(p, k0), [1.0, 1.0],
                   method="Nelder-Mead",
                   options=dict(xatol=1e-6, fatol=1e-12,
                                maxiter=5000, maxfev=10000))
    assert abs(sign * fit.fun - target) < 1e-6
    print(f"{label} of J, k0 = {k0:.0f}: J = {sign * fit.fun:.4f} at p =",
          " ".join(f"{p:.4f}" for p in fit.x))


# Dipole left outside a coated sphere (outer radius 1) in a uniform field.
def outside_dipole(core_fraction, k_core, k_coat, k_host):
    a3 = core_fraction
    # unknowns: core field, coating field, coating dipole, outside dipole
    matrix = np.array([[1, -1, -1 / a3, 0],
                       [k_core, -k_coat, 2 * k_coat / a3, 0],
                       [0, 1, 1, -1],
                       [0, k_coat, -2 * k_coat, 2 * k_host]], float)
    return np.linalg.solve(matrix, [0, 0, 1, k_host])[3]


for label, coat, host in (("lower", 0, lower), ("upper", 2, upper)):
    filled = 0.0
    coating_used = 0.0
    for core in range(3):
        if core == coat:
            continue
        q = brentq(outside_dipole, 1e-6, 1 - 1e-9, xtol=1e-13,
                   args=(k_phase[core], k_phase[coat], host))
        filled += fraction[core] / q
        coating_used += fraction[core] * (1 / q - 1)
        print(f"{label} attained: {names[core]} core in {names[coat]}, "
              f"core fraction q = {q:.5f}, f/q = {fraction[core] / q:.5f}")
    assert abs(filled - 1) < 1e-8
    assert abs(coating_used - fraction[coat]) < 1e-8
    print(f"{label} attained: total volume = {filled:.5f}, "
          f"coating used = {coating_used:.5f}")

# Periodic voxel structures; an odd grid avoids unpaired Fourier modes.
n = 15
wave = np.array(np.meshgrid(*[np.fft.fftfreq(n) * n] * 3, indexing="ij"))
wave_sq = np.sum(wave**2, axis=0)
wave_sq[0, 0, 0] = 1.0


def project(field):
    """Projection on curl-free fields of zero mean."""
    spectrum = np.fft.fftn(field, axes=(1, 2, 3))
    along = np.sum(wave * spectrum, axis=0) / wave_sq
    return np.fft.ifftn(wave * along, axes=(1, 2, 3)).real


def effective_tensor(k_map):
    """Conjugate-gradient solution for three directions of mean field."""
    tensor = np.zeros((3, 3))
    for axis in range(3):
        mean_field = np.zeros((3, n, n, n))
        mean_field[axis] = 1.0
        change = np.zeros_like(mean_field)
        residual = -project(k_map * mean_field)
        direction = residual.copy()
        size = np.sum(residual**2)
        for _ in range(3000):
            if size < 1e-14:
                break
            image = project(k_map * direction)
            step = size / np.sum(direction * image)
            change += step * direction
            residual -= step * image
            new_size = np.sum(residual**2)
            direction = residual + new_size / size * direction
            size = new_size
        assert size < 1e-14
        tensor[:, axis] = np.mean(k_map * (mean_field + change),
                                  axis=(1, 2, 3))
    return tensor


total = n**3
n_air, n_water = int(0.30 * total), round(0.05 * total)
ordered = np.ones(total, int)
ordered[:n_air] = 0
ordered[n_air:n_air + n_water] = 2
rng = np.random.default_rng(4)
random_map = rng.permutation(ordered).reshape(n, n, n)
grid = np.indices((n, n, n)) - n // 2
rank = np.argsort(np.sum(grid**2, axis=0).ravel(), kind="stable")
coated_map = np.empty(total, int)
coated_map[rank] = ordered
coated_map = coated_map.reshape(n, n, n)
layer_type = np.array([0] * 5 + [1] * 9 + [2])
layer_map = np.broadcast_to(layer_type[:, None, None], (n, n, n))

# The direction average of the projected energy must not depend on geometry.
trial_p = np.array([0.7, -1.3, 2.1])
for phase_map in (random_map, coated_map, layer_map):
    p_map = trial_p[phase_map]
    energies = []
    for axis in range(3):
        polarization = np.zeros((3, n, n, n))
        polarization[axis] = p_map
        energies.append(np.sum(project(polarization)**2) / total)
    assert abs(np.mean(energies) - np.var(p_map) / 3) < 1e-12
print("layers, projected energy / variance along x, y, z:",
      " ".join(f"{abs(e) / np.var(p_map):.3f}" for e in energies))

for label, phase_map in (("random voxels", random_map),
                         ("water-lined pore", coated_map),
                         ("layers", layer_map)):
    f_map = np.bincount(phase_map.ravel(), minlength=3) / total
    tensor = effective_tensor(k_phase[phase_map])
    assert np.allclose(tensor, tensor.T, atol=1e-6)
    principal = np.linalg.eigvalsh((tensor + tensor.T) / 2)
    low_map, high_map = both_bounds(k_phase, f_map)
    assert low_map < principal.mean() < high_map
    print(f"{label}: f =", " ".join(f"{f:.4f}" for f in f_map),
          "; principal k =", " ".join(f"{v:.3f}" for v in principal))
    print(f"{label}: mean k = {principal.mean():.3f}, "
          f"bounds {low_map:.3f} to {high_map:.3f}")
    if label == "layers":
        series = 1 / np.sum(f_map / k_phase)
        parallel = f_map @ k_phase
        assert np.allclose(principal, [series, parallel, parallel],
                           atol=1e-6)
        assert principal[0] < low_map and principal[2] > high_map
    if label == "water-lined pore":
        weaker = effective_tensor(np.array([1.0, 4.0, 20.0])[phase_map])
        assert np.trace(weaker) / 3 < principal.mean()
        print(f"water-lined pore with water k = 20: mean k = "
              f"{np.trace(weaker) / 3:.3f}")

# Moist film against the dry film, with water replaced by air.
dry_low, dry_high = both_bounds(np.array([1.0, 4.0]),
                                np.array([0.35, 0.65]))
assert lower > dry_high
print(f"dry film: bounds k = {dry_low:.4f} to {dry_high:.4f}")
thickness_nm = 100.0
areal = const.epsilon_0 / (thickness_nm * 1e-9) * 1e3  # fF/um^2 per unit k
print(f"capacitance per area, {thickness_nm:.0f} nm film: "
      f"{lower * areal:.4f} to {upper * areal:.4f} fF/um^2")

# Sizes of neglected effects; the material inputs below are rough.
previous_high = 0.0
for k_water in (4.0, 20.0, 55.0, 80.0):
    low_w, high_w = both_bounds(np.array([1.0, 4.0, k_water]), fraction)
    assert high_w > previous_high
    previous_high = high_w
    note = " (rough value near 100 C)" if k_water == 55 else ""
    print(f"water k = {k_water:.0f}{note}: bounds {low_w:.3f} to "
          f"{high_w:.3f}")
series = 1 / np.sum(fraction / k_phase)
parallel = fraction @ k_phase
assert series < lower and parallel > upper
print(f"full anisotropy (layers): k = {series:.3f} across, "
      f"{parallel:.3f} along, mean {(series + 2 * parallel) / 3:.3f}")
pore_nm = 2.0
lining_nm = pore_nm / 2 * (1 - (0.30 / 0.35)**(1 / 3))
molecule_nm = (0.018 / (1000 * const.N_A))**(1 / 3) * 1e9
assert lining_nm < molecule_nm
print(f"water lining of a {pore_nm:.0f} nm pore: {lining_nm:.3f} nm; "
      f"molecular spacing {molecule_nm:.3f} nm")
relaxation_ps, k_fast, conductivity = 9.0, 5.0, 1e-3
print(f"rough water inputs: relaxation {relaxation_ps:.0f} ps, "
      f"high-frequency k {k_fast:.0f}, conductivity {conductivity} S/m")
for frequency_ghz in (1.0, 10.0):
    omega = 2 * np.pi * frequency_ghz * 1e9
    k_debye = k_fast + (80 - k_fast) / (1 - 1j * omega * relaxation_ps * 1e-12)
    ionic = conductivity / (omega * const.epsilon_0)
    print(f"water at {frequency_ghz:.0f} GHz: k' = {k_debye.real:.1f}, "
          f"relaxation k'' = {k_debye.imag:.1f}, ionic k'' = {ionic:.4f}")
voltage, spacing_nm, breakdown = 1.0, 30.0, 5.0
field = voltage / (spacing_nm * 1e-9)
field_mv_cm = field * 1e-8
debye_unit = 1e-21 / const.c
temperature, dipole_debye, correlation = 300.0, 1.85, 5.0
argument = (correlation * dipole_debye * debye_unit * field
            / (const.k * temperature))
saturation = 1 - 3 / argument * (1 / np.tanh(argument) - 1 / argument)
print(f"field for {voltage:.0f} V over {spacing_nm:.0f} nm: "
      f"{field_mv_cm:.3f} MV/cm; rough breakdown {breakdown:.0f} MV/cm, "
      f"ratio {field_mv_cm / breakdown:.3f}")
print(f"saturation at {temperature:.0f} K, dipole {dipole_debye} D times "
      f"rough factor {correlation:.0f}: argument {argument:.3f}, "
      f"drop {100 * saturation:.2f} %")
print("done: every assertion held")
```

Running it gives:

```
phases: air, skeleton, water; k = [ 1.  4. 80.]  f = [0.3  0.65 0.05]
lower: k0 = 1, terms f/(k+2k0) = 0.1000000 0.1083333 0.0006098
lower: sum = 0.2089431, inverse = 4.7860, bound k = 2.7860
upper: k0 = 80, terms f/(k+2k0) = 0.0018634 0.0039634 0.0002083
upper: sum = 0.0060351, inverse = 165.6973, bound k = 5.6973
maximum of J, k0 = 1: J = 2.7860 at p = 2.3930 4.6109
minimum of J, k0 = 80: J = 5.6973 at p = -81.3049 -76.7865
lower attained: skeleton core in air, core fraction q = 0.74634, f/q = 0.87092
lower attained: water core in air, core fraction q = 0.38734, f/q = 0.12908
lower attained: total volume = 1.00000, coating used = 0.30000
upper attained: air core in water, core fraction q = 0.91388, f/q = 0.32827
upper attained: skeleton core in water, core fraction q = 0.96765, f/q = 0.67173
upper attained: total volume = 1.00000, coating used = 0.05000
layers, projected energy / variance along x, y, z: 1.000 0.000 0.000
random voxels: f = 0.2999 0.6501 0.0501 ; principal k = 3.253 3.280 3.293
random voxels: mean k = 3.275, bounds 2.787 to 5.702
water-lined pore: f = 0.2999 0.6501 0.0501 ; principal k = 3.487 3.518 3.525
water-lined pore: mean k = 3.510, bounds 2.787 to 5.702
water-lined pore with water k = 20: mean k = 3.244
layers: f = 0.3333 0.6000 0.0667 ; principal k = 2.065 8.067 8.067
layers: mean k = 6.066, bounds 2.719 to 6.481
dry film: bounds k = 2.4444 to 2.7463
capacitance per area, 100 nm film: 0.2467 to 0.5044 fF/um^2
water k = 4: bounds 2.615 to 2.909
water k = 20: bounds 2.748 to 3.624
water k = 55 (rough value near 100 C): bounds 2.780 to 4.844
water k = 80: bounds 2.786 to 5.697
full anisotropy (layers): k = 2.159 across, 6.900 along, mean 5.320
water lining of a 2 nm pore: 0.050 nm; molecular spacing 0.310 nm
rough water inputs: relaxation 9 ps, high-frequency k 5, conductivity 0.001 S/m
water at 1 GHz: k' = 79.8, relaxation k'' = 4.2, ionic k'' = 0.0180
water at 10 GHz: k' = 61.8, relaxation k'' = 32.1, ionic k'' = 0.0018
field for 1 V over 30 nm: 0.333 MV/cm; rough breakdown 5 MV/cm, ratio 0.067
saturation at 300 K, dipole 1.85 D times rough factor 5: argument 0.248, drop 0.41 %
done: every assertion held
```
